\section*{Valley splitting for 90 percent occupation of two silicon valleys}

\section{Two valleys against four}

The conduction band of silicon has six equivalent minima, two on each cubic axis. Suppose strain lowers the two valleys on the $z$ axis by an energy $\Delta$ relative to the other four. Take the electrons to be bulk-like, free to move in three dimensions, and so dilute that each valley fills in proportion to a Boltzmann factor.

One value of $\Delta$ needs no calculation. If $e^{-\Delta/k_BT}=1/2$, each upper valley holds half as many electrons as a lower one. Four half-filled shares balance two full ones, so the favoured pair holds half of the electrons. The splitting is then $\Delta=k_BT\ln 2$.

For 90 percent occupation the pair must hold nine times as many electrons as the other four together. There are twice as many upper valleys as lower ones, so each lower valley must hold $9\times2=18$ times as many electrons as each upper one:
\begin{equation}
e^{\Delta/k_BT}=18,\qquad \Delta=k_BT\ln 18 .
\label{eq:main}
\end{equation}
At 300 K, $k_BT=25.85$ meV and $\ln18=2.890$, which gives
\begin{equation}
\Delta=25.85\times2.890\ \text{meV}\approx 75\ \text{meV}
\quad(0.00275\ \text{hartree}).
\end{equation}

Here $\Delta$ separates the pair from the other four. The name ``valley splitting'' is also used for the separation of the two levels within the pair, which is a different quantity and is set to zero here. Three matters remain: why the anisotropic masses drop out, how dilute the electrons must be, and what changes when they are confined to a layer.

\section{The density of one valley}

Assume noninteracting electrons in thermal equilibrium with one Fermi level $\mu$, and parabolic valleys whose masses are not altered by the splitting. Measured from its minimum, the wave vector $\mathbf k$ of a valley with edge $E_v$ has energy
\begin{equation}
E=E_v+\sum_{i=1}^{3}\frac{\hbar^2k_i^2}{2m_i}.
\end{equation}
One of the masses is the longitudinal mass $m_l$ and two are the transverse mass $m_t$. With two spin states, the density of electrons in the valley is
\begin{equation}
n_v=2\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{1+e^{(E-\mu)/k_BT}} .
\end{equation}
Set $k_i=q_i\sqrt{2m_ik_BT}/\hbar$. The kinetic energy becomes $q^2k_BT$, the same in every direction, and the volume element acquires the factor $(2m_dk_BT/\hbar^2)^{3/2}$ with
\begin{equation}
m_d=(m_lm_t^2)^{1/3}.
\end{equation}
Now put $x=q^2$, so that $d^3q\to4\pi q^2dq=2\pi\sqrt{x}\,dx$. With $\eta_v=(\mu-E_v)/k_BT$,
\begin{align}
n_v&=\frac{2}{8\pi^3}\left(\frac{2m_dk_BT}{\hbar^2}\right)^{3/2}
2\pi\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta_v}}\notag\\
&=N_vF(\eta_v),
\end{align}
where
\begin{equation}
N_v=2\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2},\qquad
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}} .
\end{equation}
The factors agree because $(2m_dk_BT/\hbar^2)^{3/2}=8\pi^{3/2}(m_dk_BT/2\pi\hbar^2)^{3/2}$.

The product of the three masses does not depend on which axis carries $m_l$. All six valleys therefore have the same $N_v$, which cancels from every ratio of populations. Let $\eta$ refer to the edge of the pair and let $u=\Delta/k_BT$. The edge of the upper valleys lies higher by $\Delta$, so their argument is $\eta-u$. The fraction of electrons in the pair is
\begin{equation}
f=\frac{2F(\eta)}{2F(\eta)+4F(\eta-u)}=\frac{1}{1+2R},\qquad
R=\frac{F(\eta-u)}{F(\eta)} .
\label{eq:general}
\end{equation}

\section{The dilute expansion}

The small parameter is $z=e^\eta$. With $y=ze^{-x}$, the occupation is $y/(1+y)$, and the identity
\begin{equation}
\frac{y}{1+y}=y-y^2+\frac{y^3}{1+y}
\end{equation}
follows on multiplying by $1+y$. The last term lies between $0$ and $y^3$. The substitution $t=jx$ gives
\begin{equation}
\frac{2}{\sqrt\pi}\int_0^\infty\sqrt{x}\,e^{-jx}dx
=j^{-3/2}\,\frac{2}{\sqrt\pi}\int_0^\infty\sqrt t\,e^{-t}dt=j^{-3/2},
\end{equation}
since the remaining integral is $\sqrt\pi/2$. Hence
\begin{equation}
F(\eta)=z-az^2+r,\qquad a=2^{-3/2},\qquad 0\le r\le 3^{-3/2}z^3 .
\label{eq:F}
\end{equation}
The first term is Boltzmann statistics. The second is negative because a state cannot hold more than one electron.

\subsection{Leading order}

Keeping the first term gives $R=e^{-u}$ and
\begin{equation}
f_0=\frac{1}{1+2e^{-u}} .
\label{eq:f0}
\end{equation}
To invert this, write $1/f_0-1=2e^{-u}$. Then $e^{u}=2f_0/(1-f_0)$, and
\begin{equation}
\Delta_0=k_BT\ln\frac{2f_0}{1-f_0}.
\label{eq:inverse}
\end{equation}
For $f_0=0.9$ the argument is $1.8/0.1=18$, as in Eq.~(\ref{eq:main}). Explicit sums over $\mathbf k$ in the anisotropic valleys, solved numerically for the splitting, also give 74.7 meV.

Two limits show the shape of $f_0$. For small $u$, $e^{-u}\approx1-u$ and
\begin{equation}
f_0\approx\frac{1}{3-2u}\approx\frac13+\frac{2u}{9}.
\end{equation}
The pair starts from one third, its share of the valleys, and gains in proportion to the splitting. For large $u$,
\begin{equation}
1-f_0=\frac{2e^{-u}}{1+2e^{-u}}=2e^{-u}-4e^{-2u}+\dots
\end{equation}
The leading term alone would put 90 percent at $u=\ln20$, or 77 meV. Equation~(\ref{eq:inverse}) differs from this by $k_BT\ln f_0=k_BT\ln0.9$, about $-3$ meV. At the target the leading exponential is thus a fair guide, though it overstates $1-f_0$ by 11 percent.

The cost of a change in the target follows from the slope. Differentiating Eq.~(\ref{eq:f0}),
\begin{equation}
\frac{df_0}{d\Delta}=\frac{1}{k_BT}\,\frac{2e^{-u}}{(1+2e^{-u})^2}
=\frac{f_0(1-f_0)}{k_BT},
\label{eq:slope}
\end{equation}
because $1-f_0=2e^{-u}f_0$. At the target this is $0.09/25.85=0.0035$ per meV, so one more percentage point costs about 3 meV. Once the pair holds more than half of the electrons, the return diminishes: the pair holds 57 percent at 25 meV, 78 percent at 50 meV, 90 percent at 75 meV and 96 percent at 100 meV.

\subsection{First correction}

Write $w=e^{-u}$. The upper valleys have $zw$ in place of $z$, so Eq.~(\ref{eq:F}) gives
\begin{align}
R&=\frac{zw-a(zw)^2}{z-az^2}+O(z^2)
=w\,\frac{1-azw}{1-az}+O(z^2)\notag\\
&=w\left[1+az(1-w)\right]+O(z^2).
\label{eq:R}
\end{align}
Both populations fall below their Boltzmann values, the lower one by the relative amount $az$ and the upper one by the smaller amount $azw$. The ratio of upper to lower population therefore rises. Since $df/dR=-2/(1+2R)^2=-2f^2$, the change in the pair fraction at fixed $\Delta$ is
\begin{align}
\delta f&=-2f_0^2\,w\,az(1-w)\notag\\
&=-f_0(1-f_0)\,\frac{e^\eta(1-e^{-u})}{2^{3/2}},
\label{eq:df}
\end{align}
where $2wf_0=1-f_0$ was used again.

The extra splitting that restores the target follows from requiring $R=w_0$, with $w_0=1/18$. Taking the logarithm of Eq.~(\ref{eq:R}),
\begin{equation}
-u+az(1-w)=\ln w_0+O(z^2).
\end{equation}
In the correction term $w$ may be replaced by $w_0$, since the difference is of order $z^2$. Therefore
\begin{equation}
\Delta=k_BT\left[\ln18+\frac{17}{18}\,\frac{e^\eta}{2^{3/2}}+O(e^{2\eta})\right].
\label{eq:corrected}
\end{equation}

A density is often more useful than a Fermi level. At leading order the total density is $n=N_vz(2+4w)=2N_vz/f_0$, so $z=f_0n/(2N_v)$. Inserting $f_0=0.9$,
\begin{equation}
\Delta\approx k_BT\left[\ln18+0.15\,\frac{n}{N_v}\right],
\label{eq:density}
\end{equation}
where $0.15=0.45\times(17/18)/2^{3/2}$. Replacing $z$ by its leading-order value again changes terms of second order.

\subsection{How dilute is dilute enough}

Take round model masses of silicon's size, $m_l=0.9$ and $m_t=0.2$ electron masses. Then $m_d=0.33$ electron masses and $N_v=4.8\times10^{18}\ \text{cm}^{-3}$ at 300 K. The masses enter the bulk problem through this density scale, not through the leading splitting.

With the Fermi level $3k_BT$ below the pair edge and the splitting held at 74.7 meV, the density is $5.2\times10^{17}\ \text{cm}^{-3}$. Equation~(\ref{eq:df}) gives
\begin{equation}
\delta f=-0.09\times\frac{0.0498\times0.944}{2.83}=-0.00150 .
\end{equation}
Quadrature of the Fermi integrals gives $-0.00148$, so the first correction overstates the change by about one percent of its value. Dividing by the slope, the splitting must grow by $0.0015/0.0035\approx0.4$ meV. At this density the Boltzmann estimate is ample. The correction is that of an ideal gas. Coulomb repulsion keeps electrons of the same spin and valley apart and enters at the same order in $e^\eta$. With a dielectric constant of 11.7 and an isotropic mass $m_d$, it reduces the coefficient $2^{-3/2}$ to roughly a fifth to a third of its value, depending on how screening is treated. The degenerate fractions below likewise leave out interactions and the dopant ions, which matter in real silicon at such densities.

At $\eta=0$ the density is $8.3\times10^{18}\ \text{cm}^{-3}$ and the pair fraction has fallen to 0.875, a change of $-0.025$. Equation~(\ref{eq:df}) would give $-0.030$: the right size, but no longer accurate. At $\eta=3$, with $5.9\times10^{19}\ \text{cm}^{-3}$, the fraction is 0.73, while the formula would predict a loss of 0.60. The expansion has failed because $z=e^3$ is not small.

\section{The opposite limit}

When $\eta$ is large, states below the Fermi level are nearly full and those above it nearly empty. Let $g(x)=1/(1+e^{x-\eta})$. Integration by parts gives
\begin{equation}
F(\eta)=\frac{4}{3\sqrt\pi}\int_0^\infty x^{3/2}\left(-\frac{dg}{dx}\right)dx .
\end{equation}
The weight $-dg/dx$ is a peak of unit area and width of order one, even about $x=\eta$. In an expansion of $x^{3/2}$ about $\eta$ the linear term cancels, and the quadratic one is smaller than the leading term by a factor of order $\eta^{-2}$. The part of the peak cut off at $x=0$ is exponentially small. Thus
\begin{equation}
F(\eta)=\frac{4}{3\sqrt\pi}\,\eta^{3/2}\left[1+O(\eta^{-2})\right].
\end{equation}

If $u$ is held fixed while $\eta$ grows, then
\begin{equation}
R=\left(1-\frac u\eta\right)^{3/2}+O(\eta^{-3})
=1-\frac{3u}{2\eta}+O(\eta^{-2}),
\end{equation}
because the $\eta^{-2}$ corrections of numerator and denominator cancel to that order. Hence
\begin{equation}
f=\frac{1}{3-3u/\eta+O(\eta^{-2})}
=\frac13+\frac{u}{3\eta}+O(\eta^{-2}).
\end{equation}
A splitting of a few $k_BT$ is lost against a deep Fermi sea, and the pair returns to its one-third share. The case $\eta=3$ above belongs to neither limit: there $u=2.89$, so the Fermi level lies close to the upper edge.

One can instead ask for 90 percent at zero temperature. Let $E_F$ be the Fermi energy above the pair edge. The condition $R=1/18$ becomes
\begin{equation}
\left(1-\frac{\Delta}{E_F}\right)^{3/2}=\frac1{18},\qquad
\Delta=E_F\left(1-18^{-2/3}\right)\approx0.85\,E_F .
\end{equation}
In the dilute limit the thermal energy sets the required splitting; in the degenerate limit the Fermi energy does. Equation~(\ref{eq:main}) must not be carried to low temperature at fixed density, where it would wrongly let the requirement vanish.

\section{Electrons confined to a layer}

In an inversion layer on a (001) surface, motion along $z$ is quantized and each valley becomes a ladder of subbands. Suppose first that the lowest subband of each valley type holds all the electrons, and let $\Delta_{2D}$ be the separation of those two subband edges. It includes the effect of confinement as well as any strain.

For in-plane masses $m_1$ and $m_2$, the same rescaling of $\mathbf k$ gives the density per area
\begin{align}
n_s&=\frac{2}{(2\pi)^2}\,\frac{2k_BT\sqrt{m_1m_2}}{\hbar^2}\;
\pi\int_0^\infty\frac{dx}{1+e^{x-\eta}}\notag\\
&=\frac{\sqrt{m_1m_2}\,k_BT}{\pi\hbar^2}\ln(1+e^\eta).
\label{eq:ns}
\end{align}
The factor $\pi\,dx$ is $2\pi q\,dq$, and the integral follows from the antiderivative $-\ln(1+e^{\eta-x})$.

The masses no longer cancel. The $z$ valleys have their longitudinal axis normal to the layer, so both in-plane masses are $m_t$ and $\sqrt{m_1m_2}=m_t$. The other four have one mass of each kind in the plane, which gives $\sqrt{m_lm_t}$. Each upper valley thus offers more states per unit energy, by the factor
\begin{equation}
\rho=\frac{\sqrt{m_lm_t}}{m_t}=\sqrt{\frac{m_l}{m_t}} .
\end{equation}
At leading order $\ln(1+e^\eta)\approx e^\eta$, and
\begin{equation}
f=\frac{1}{1+2\rho\,e^{-\Delta_{2D}/k_BT}} .
\end{equation}
Setting $f=0.9$ gives $e^{\Delta_{2D}/k_BT}=18\rho$, or
\begin{equation}
\Delta_{2D}=k_BT\left[\ln18+\frac12\ln\frac{m_l}{m_t}\right].
\label{eq:layer}
\end{equation}
With the model masses,
\begin{equation}
\Delta_{2D}=25.85\,(2.890+0.752)\ \text{meV}\approx94\ \text{meV}
\quad(0.00346\ \text{hartree}).
\end{equation}
Sums over the in-plane wave vector agree. The layer needs 19 meV more than the bulk because the upper valleys have $\rho=2.12$ times the density of states. At zero subband separation the pair would hold 19 percent instead of one third, and at the bulk value of 74.7 meV it holds 81 percent.

The first correction has the same origin as before. Since $\ln(1+z)=z-z^2/2+\dots$, the coefficient $2^{-3/2}$ is replaced by $1/2$. The factor $\rho$ multiplies $R$ as a whole and does not alter its relative change, so
\begin{equation}
\delta f_{2D}=-f(1-f)\,\frac{e^\eta}{2}\left(1-e^{-\Delta_{2D}/k_BT}\right).
\end{equation}
At the 90 percent target and equal $\eta$, degeneracy costs more in the layer, mainly because a larger share of its states lies near the band edge.

Higher subbands can be included in the Boltzmann limit. Let $S_2$ be the sum of $e^{-(E_i-E_0)/k_BT}$ over the subbands $E_i$ of a $z$ valley, with $E_0$ the lowest, and let $S_4$ be the same sum for one of the other valleys. The populations are multiplied by $S_2$ and $S_4$, and the requirement becomes
\begin{equation}
\Delta_{2D}=k_BT\left[\ln18+\frac12\ln\frac{m_l}{m_t}+\ln\frac{S_4}{S_2}\right].
\end{equation}
Extra subbands of the favoured pair reduce the required separation, and those of the other four increase it. The value of 94 meV assumes $S_4=S_2=1$ and a dilute layer. With one subband per valley type, filling the valleys according to Eq.~(\ref{eq:ns}) raises it to 97 meV at a total density of $10^{12}\ \text{cm}^{-2}$ and to 125 meV at $10^{13}\ \text{cm}^{-2}$. A real layer also needs its subband energies calculated, and at 300 K one subband per valley type suffices only in a strong field. In a triangular well with the model masses, a field of $10^5$ V/cm gives $S_2=1.6$ and $S_4=1.2$, and the dilute requirement falls to 87 meV; near $7\times10^5$ V/cm it is within half a meV of 94 meV. The value of 97 meV at $10^{12}\ \text{cm}^{-2}$ therefore presumes a field much stronger than those electrons alone produce.

\section{The strain behind the bulk splitting}

Let a film, thick enough for its electrons to remain bulk-like, be stretched equally along $x$ and $y$ by a strain $\varepsilon$, with no stress on its surface normal to $z$. With elastic constants $C_{11}$ and $C_{12}$ and no shear, the elastic energy density is
\begin{equation}
W=\tfrac12C_{11}(2\varepsilon^2+\varepsilon_{zz}^2)
+C_{12}(\varepsilon^2+2\varepsilon\,\varepsilon_{zz}).
\end{equation}
The free surface lets $\varepsilon_{zz}$ minimize $W$, so $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0$ and
\begin{equation}
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
\end{equation}
To first order in strain, a valley on axis $i$ shifts by $\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{ii}$, where $\Xi_d$ and $\Xi_u$ are deformation potentials. The first term is common to all six valleys and cancels from the splitting:
\begin{equation}
\Delta=\Xi_u(\varepsilon-\varepsilon_{zz})
=\Xi_u\,\varepsilon\left(1+\frac{2C_{12}}{C_{11}}\right).
\end{equation}
For $\Xi_u>0$, tension lowers the $z$ pair relative to the other four valleys. With the round model values $\Xi_u=9$ eV and $C_{12}/C_{11}=0.4$,
\begin{equation}
\varepsilon=\frac{0.0747\ \text{eV}}{9\ \text{eV}\times1.8}\approx0.46\ \text{percent},
\end{equation}
and the film contracts along $z$ by 0.37 percent. Compression of the same size reverses the sign of $\Delta$. The pair then holds $1/(1+2\times18)=1/37$, or 2.7 percent, and the other four valleys are the favoured ones.

This strain estimate inherits the uncertainty of $\Xi_u$ in full, whereas the bulk splitting of 75 meV depends on no material parameter beyond the number and equivalence of the valleys. In the dilute limit, nonparabolicity that is the same in every valley cancels, as the masses do. What the result leaves out is any change of the masses or of the nonparabolicity with strain. If such effects multiply the effective density of states of an upper valley relative to a lower one by a factor $\lambda$, the argument that led to Eq.~(\ref{eq:layer}) adds $k_BT\ln\lambda$. A ten percent imbalance, $\lambda=1.1$, would move the answer by about 2.5 meV. Film thickness is a further limit: at 0.46 percent strain the equilibrium critical thickness for misfit dislocations is about 25 nm, and in a hard-wall film of that thickness confinement already lowers the required strain splitting by about 3 meV, against 0.7 meV at 100 nm.

\section*{Table of computed values}
\begin{verbatim}
temperature: 300 K
target pair fraction: 0.90
masses ml, mt: 0.9, 0.2 electron masses
thermal energy kT: 25.852 meV
2f/(1-f): 18.000
its logarithm: 2.8904
bulk splitting, formula: 74.72 meV
bulk splitting, k sums: 74.72 meV
bulk splitting: 0.002746 hartree
slope df/dD at target: 0.00348 per meV
bulk pair fraction at 0 meV: 0.3333
bulk pair fraction at 25 meV: 0.5680
bulk pair fraction at 50 meV: 0.7757
bulk pair fraction at 75 meV: 0.9010
bulk pair fraction at 100 meV: 0.9599
layer: sqrt(ml/mt) = 2.1213
layer: 0.5 ln(ml/mt) = 0.7520
layer splitting, formula: 94.16 meV
layer splitting, k sums: 94.16 meV
layer splitting: 0.003460 hartree
layer minus bulk: 19.44 meV
layer pair fraction at zero splitting: 0.1907
layer pair fraction at the bulk splitting: 0.8093
density-of-states mass, one valley: 0.3302 electron masses
N_v, one valley: 4.761e+18 cm^-3
bulk splitting held fixed, Fermi-Dirac statistics:
  eta -6: density 2.621e+16 cm^-3, pair fraction 0.89993
  eta -3: density 5.186e+17 cm^-3, pair fraction 0.89852
  eta +0: density 8.324e+18 cm^-3, pair fraction 0.87531
  eta +3: density 5.861e+19 cm^-3, pair fraction 0.72908
first correction to f at eta -3: -0.001496
quadrature change of f at eta -3: -0.001478
Xi_u: 9.0 eV; C12/C11: 0.4
in-plane tensile strain needed: 0.461 percent
normal strain: -0.369 percent
pair fraction at equal compression: 0.0270
\end{verbatim}
